A molecule with internal energy $E$ collides repeatedly with a bath gas at temperature $T$. If its downward steps are exponentially distributed with scale $\alpha$, if its density of states is constant, and if $E$ lies many $\alpha$ above the lowest energy, the mean energy change per collision is

$$\langle\Delta E\rangle=-\frac{\alpha^2}{\alpha+kT}.$$

Here $\Delta E$ is the final minus the initial internal energy, so a negative value is a loss, and the average runs over all collisions, upward and downward. The average over downward collisions alone is $-\alpha$. The difference between the two comes from upward steps, whose law is fixed by detailed balance.

Let $P(E',E)\,dE'$ be the probability that one collision takes the molecule from $E$ to an energy between $E'$ and $E'+dE'$. The exponential-down model states that

$$P(E',E)=C(E)\,e^{-(E-E')/\alpha},\qquad E'<E .$$

The prefactor $C(E)$ is not free: each collision must end somewhere, so $P$ integrates to one over $E'$. There is no separate weight for collisions that leave $E$ unchanged.

In equilibrium with the bath, the population at energy $E$ is proportional to $\rho(E)e^{-E/kT}$, where $\rho$ is the density of states. Detailed balance requires the flow between any two energies to be equal in both directions:

$$P(E',E)\,\rho(E)\,e^{-E/kT}=P(E,E')\,\rho(E')\,e^{-E'/kT}.$$

Take $E'>E$. The left side then contains the unknown upward probability, while $P(E,E')$ on the right is a downward probability starting from $E'$, equal to $C(E')e^{-(E'-E)/\alpha}$. With constant $\rho$ the densities cancel, and

$$P(E',E)=C(E')\,e^{-(E'-E)/\alpha}\,e^{-(E'-E)/kT}=C(E')\,e^{-(E'-E)/b},\qquad E'>E,$$

$$\frac1b=\frac1\alpha+\frac1{kT},\qquad b=\frac{\alpha\,kT}{\alpha+kT}.$$

The factor that depends on the step size is again exponential, with a scale $b$ smaller than both $\alpha$ and $kT$. The prefactor is taken at the upper energy $E'$, because it was inherited from the downward step that starts there. If $C$ is constant, upward steps from every energy follow the same exponential law with scale $b$, but this constancy has to be shown.

Let $U(E)$ be the total probability of an upward step from $E$,

$$U(E)=\int_E^\infty C(E')\,e^{-(E'-E)/b}\,dE'.$$

Far above the lowest energy, the downward integral may be extended to infinite step size. It gives $C(E)\int_0^\infty e^{-x/\alpha}dx=\alpha C(E)$, so normalisation reads

$$\alpha C(E)+U(E)=1 .$$

Differentiating $U$ gives two terms. The lower limit contributes $-C(E)$, and the factor $e^{E/b}$ in the integrand contributes $U/b$. Inserting $C=(1-U)/\alpha$ then yields

$$U'=\frac Ub-C=\frac Ub-\frac{1-U}{\alpha}=\frac Ua-\frac1\alpha,\qquad \frac1a=\frac1\alpha+\frac1b .$$

The general solution is $U=a/\alpha+A\,e^{E/a}$ with a constant $A$. If $A>0$, $U$ exceeds one at high enough energy and $C=(1-U)/\alpha$ becomes negative there. If $A<0$, $U$ itself becomes negative. Neither is allowed for probabilities, so $A=0$. Since $a=\alpha b/(\alpha+b)$,

$$U=\frac{b}{\alpha+b},\qquad C=\frac{1-U}{\alpha}=\frac1{\alpha+b}.$$

The prefactor is constant, as required. The probability of a downward step is $\alpha C=\alpha/(\alpha+b)$. Substituting $b$, and using $\alpha+b=\alpha(\alpha+2kT)/(\alpha+kT)$, turns this into

$$p_\downarrow=\frac{\alpha+kT}{\alpha+2kT},\qquad p_\uparrow=1-p_\downarrow=\frac{kT}{\alpha+2kT}.$$

The mean energy change follows from $\int_0^\infty x\,e^{-x/\lambda}dx=\lambda^2$, used with $\lambda=\alpha$ for losses and $\lambda=b$ for gains:

$$\langle\Delta E\rangle=\frac{-\alpha^2+b^2}{\alpha+b}=\frac{(b-\alpha)(b+\alpha)}{\alpha+b}=b-\alpha .$$

Inserting $b$ gives the stated result,

$$b-\alpha=\frac{\alpha\,kT-\alpha(\alpha+kT)}{\alpha+kT}=-\frac{\alpha^2}{\alpha+kT}.$$

The mean square change follows in the same way from $\int_0^\infty x^2e^{-x/\lambda}dx=2\lambda^3$:

$$\langle\Delta E^2\rangle=\frac{2\alpha^3+2b^3}{\alpha+b}=2(\alpha^2-\alpha b+b^2).$$

Two limits, both at fixed $\alpha$, show what the formula says. In a cold bath, $kT\ll\alpha$, the upward scale $b$ tends to zero, nearly every collision removes energy, and $\langle\Delta E\rangle\to-\alpha$. In a hot bath, $kT\gg\alpha$, upward and downward steps are almost equally likely and almost equally large, and $\langle\Delta E\rangle\to-\alpha^2/kT$. In that limit $b\to\alpha$ and $\langle\Delta E^2\rangle\to2\alpha^2$, so the mean loss tends to $\langle\Delta E^2\rangle/(2kT)$: a small drift left over from much larger steps in both directions.

The relation can be inverted when the mean loss $\mu=-\langle\Delta E\rangle$ is known and $\alpha$ is wanted. From $\alpha^2-\mu\alpha-\mu kT=0$, whose other root is negative,

$$\alpha=\frac{\mu+\sqrt{\mu^2+4\mu kT}}2 .$$

The result cannot hold at all energies if the molecule has a lowest energy. Multiply $P(E',E)$ by the equilibrium population and by $E'-E$, and integrate over both energies. By detailed balance the product of the first two factors is symmetric under exchange of $E$ and $E'$, while $E'-E$ changes sign, so the integral vanishes. The equilibrium average of $\langle\Delta E\rangle$ is therefore zero, and a loss at high energy must be offset by a gain at low energy. At the floor itself, upward steps are the only ones possible.

The approach to the high-energy result can be calculated. Put the floor at $E=0$ and write $\delta=e^{-E/\alpha}$. The downward integral now stops at step size $E$ and gives $\alpha(1-\delta)$ instead of $\alpha$. To first order in $\delta$, try $C=(1+c\,\delta)/(\alpha+b)$. At energy $E+x$ the correction is smaller by $e^{-x/\alpha}$, so in the upward integral it appears with $\int_0^\infty e^{-x/\alpha-x/b}dx=a$. Normalisation, multiplied by $\alpha+b$, becomes

$$\alpha(1+c\delta)(1-\delta)+b+c\,\delta\,a=\alpha+b .$$

The terms of first order give $\alpha(c-1)+ca=0$, hence $c=\alpha/(\alpha+a)=(\alpha+b)/(\alpha+2b)$. For the mean, the downward moment is $\int_0^E x\,e^{-x/\alpha}dx=\alpha^2-\alpha(\alpha+E)\delta$, and the upward moment is $b^2+c\,\delta\,a^2$. Collecting the terms in $\delta$ gives the shift of the mean,

$$\langle\Delta E\rangle-(b-\alpha)\simeq\frac{\delta}{\alpha+b}\left[\alpha(\alpha+E)-c(\alpha^2-a^2)\right].$$

The shift is positive and falls off as $(E/\alpha)e^{-E/\alpha}$, which makes precise the condition that $E$ be many $\alpha$ above the floor. In a hot bath the mean itself is small, so $E$ must lie higher for the same relative accuracy: with $kT=100\alpha$, the shift at $E=8\alpha$ is still about 14 % of the mean loss.

As an example, take silane, a precursor for silicon films, dilute in nitrogen at 900 K and 1 Torr. A rough typical step is $\alpha=50$ meV, and the energy of interest is 2.5 eV, roughly the threshold for splitting off molecular hydrogen. The thermal energy is $kT=77.56$ meV, so that

$$b=\frac{50.0\times77.56}{127.56}=30.40\ \text{meV},\qquad \langle\Delta E\rangle=30.40-50.0=-19.60\ \text{meV},$$

or $-158\ \text{cm}^{-1}$. Of all collisions, 62.2 % remove energy and 37.8 % supply it. The root-mean-square change is 61.7 meV, about three times the mean loss. Using $-\alpha$ in place of the mean over all collisions would overstate the loss by a factor of 2.6.

The normalisation condition was also solved numerically on an energy grid with a floor at zero, without assuming that $C$ is constant. At 2.5 eV this gives $-19.59$ meV. For the pairs $(\alpha,kT)=(20,100)$, $(60,60)$ and $(200,40)$ meV, the largest deviation of the grid result, relative to the formula, is $1.9\times10^{-4}$. At $E=8\alpha=400$ meV the floor shifts the mean by 0.0874 meV, both from the expression above and on the grid. At 2.5 eV the factor $e^{-E/\alpha}$ is about $10^{-22}$, so the floor plays no part there. The mean change passes through zero at 56 meV and is positive at the floor.

Because $\langle\Delta E\rangle$ does not depend on $E$ far above the floor, the mean energy of any population that stays there falls by the same amount at each collision. Starting from 2.50 eV, thirty collisions should lower it to $2.50-30\times0.0196=1.912$ eV, and propagating the population on the grid gives 1.912 eV. A fall of 1 eV takes $1000/19.60\approx51$ collisions. The energies spread meanwhile. Steps far above the floor are independent and share one distribution, so their variances add. The variance per step is $61.7^2-19.6^2\approx3420\ \text{meV}^2$, and after 51 collisions the standard deviation is about 0.42 eV. The fall ends near the floor: after 600 collisions the mean energy on the grid is 77.55 meV, in agreement with the equilibrium value for constant density,

$$\frac{\int_0^\infty E\,e^{-E/kT}dE}{\int_0^\infty e^{-E/kT}dE}=kT .$$

The assumption that a real molecule breaks most plainly is constant density of states. Suppose that over the range of a few steps $\rho$ grows as $e^{sE}$. In the detailed-balance relation the ratio $\rho(E')/\rho(E)=e^{s(E'-E)}$ then multiplies the upward law, and the upward scale becomes

$$\frac1{b_s}=\frac1\alpha+\frac1{kT}-s .$$

As long as this is positive, the normalisation argument and the moments go through with $b$ replaced by $b_s$. With $\kappa=1/kT-s$,

$$\langle\Delta E\rangle=b_s-\alpha=\frac{\alpha}{1+\alpha\kappa}-\alpha=-\frac{\alpha^2\kappa}{1+\alpha\kappa}.$$

For $s=0$ this returns the earlier result. Growth of the density favours upward steps and weakens the loss. If $s$ exceeds $1/kT$, the mean change is positive: the equilibrium population $\rho e^{-E/kT}$ still rises with energy there, and collisions on average carry the molecule up towards its maximum. Since $s$ at a given energy tends to increase with the number of vibrational modes, the constant-density formula can fail even in sign for a large enough molecule, at energies below the maximum of $\rho e^{-E/kT}$. At 2.5 eV and 900 K this takes roughly 120 harmonic modes with quanta as stiff as those of silane used below, and about 33 modes in the classical limit of very soft modes, where $s=(n-1)/E$ for $n$ modes.

For silane, $s$ can be estimated from harmonic vibrations, with four stretches near 270 meV and five bends near 120 meV, both rough values. Let $Q(\beta)$ be their partition function at inverse temperature $\beta$, with energies counted from the ground state. The canonical energy distribution is $\rho(E)e^{-\beta E}/Q(\beta)$. Choose $\beta$ so that its mean is the energy $E$ in question, and let $V$ be its variance. Approximating the distribution near its mean by a Gaussian, whose peak height is $1/\sqrt{2\pi V}$, gives

$$\rho(E)\simeq\frac{Q(\beta)\,e^{\beta E}}{\sqrt{2\pi V}} .$$

Between 1.395 and 2.475 eV this smooth density contains 898,971 states, against 889,294 from a direct count for the same oscillators, an excess of 1.1 % relative to the count. Its logarithmic slope at 2.5 eV is $s=2.44$ per eV, to be compared with $1/kT=12.89$ per eV. Then $\kappa=10.45$ per eV, $\alpha\kappa=0.5225$, and

$$\langle\Delta E\rangle=-50.0\times\frac{0.5225}{1.5225}=-17.16\ \text{meV}.$$

A grid solution with the full energy-dependent vibrational density gives $-17.19$ meV, so treating the growth as locally exponential is adequate for this smoothed density. The counted levels of the same oscillators depart from it by up to about 4 % near 2.5 eV, and if they are used directly the mean change varies from level to level by about $\pm1$ meV around the smooth value, so these figures are averages over the level structure. The vibrations reduce the size of the loss by 12.4 % relative to the constant-density value. If three classical rotations also exchange energy freely with the vibrations, $s$ rises to 2.91 per eV and the mean change becomes $-16.65$ meV, a reduction of 15 % in all.

Set beside the real case, 900 K and 1 Torr lie in the general range used for depositing silicon from silane, though much of the film growth there proceeds by reactions at the surface, which this model does not describe. For the gas-phase route, the mean loss per collision depends strongly on $\alpha$, which is known only roughly here. At the same temperature and with constant density, $\alpha=30$ meV gives $-8.37$ meV and $\alpha=80$ meV gives $-40.62$ meV, a much wider range than the correction for the density of states. This sensitivity follows from the formula: at fixed $T$,

$$\frac{d\ln|\langle\Delta E\rangle|}{d\ln\alpha}=2-\frac{\alpha}{\alpha+kT}=\frac{\alpha+2kT}{\alpha+kT},$$

which is 1.61 for the example. A small relative error in $\alpha$ is thus magnified by about 1.6 in the mean loss. Anharmonicity, a dependence of $\alpha$ on energy, and departures from a single exponential are left out, and their effects have not been sized.

A rate of energy loss also needs the collision frequency. For hard spheres with collision diameter $d$, reduced mass $m$ and bath pressure $p$ it is

$$Z=\frac{p}{kT}\,\sqrt{\frac{8kT}{\pi m}}\;\pi d^2 .$$

With molecular masses of 32 and 28 atomic mass units the mean relative speed is 1130 m/s, and the rough value $d=0.4$ nm gives $Z\approx6.1\times10^6$ per second at 1 Torr. Multiplying by 19.60 meV gives a mean loss of about 0.12 eV per microsecond, so with constant density a fall of 1 eV takes about 8 µs. The growth of silane's vibrational density weakens the loss, and the fall from 2.5 to 1.5 eV then takes about 10 µs. Both times are for a molecule that has not yet reacted; above threshold, decomposition competes with the collisional loss. At fixed temperature the loss rate is proportional to pressure, whereas the mean loss per collision does not depend on pressure in this model. Further digits of most of these values are in the numerical output.

## Values computed for the example and the checks

```
bath temperature: 900 K
alpha: 50.0 meV
kT: 77.56 meV
mean upward step b: 30.40 meV
share of downward collisions: 0.6219
share of upward collisions: 0.3781
mean energy change, formula: -19.60 meV
mean energy change, grid solution: -19.59 meV
mean energy change, formula: -158.1 cm^-1
rms energy change: 61.7 meV
largest relative error, three alpha/kT ratios: 1.9e-04
start energy of population: 2.50 eV
mean energy after 30 collisions: 1.912 eV
same from uniform fall: 1.912 eV
mean energy after 600 collisions: 77.55 meV
collisions to lower the mean by 1 eV: 51
floor shift at E = 400 meV, formula: 0.0874 meV
floor shift at E = 400 meV, grid: 0.0874 meV
energy where the mean change is zero: 56 meV
exp(-E/alpha) at the start energy: 1.9e-22
stretch quantum (4 modes): 270 meV
bend quantum (5 modes): 120 meV
states counted, 1.395 to 2.475 eV: 889294
states from smooth density, same range: 898971
slope of ln(density), vibration: 2.44 per eV
1/kT for comparison: 12.89 per eV
mean change with vibrational growth, local: -17.16 meV
mean change with vibrational growth, grid: -17.19 meV
reduction of size by vibration: 12.4 %
slope with three active rotors: 2.91 per eV
mean change with rotors too: -16.65 meV
mean change for alpha = 30 meV: -8.37 meV
mean change for alpha = 80 meV: -40.62 meV
pressure: 1.0 Torr
collision diameter: 0.4 nm
mean relative speed: 1130 m/s
collision rate: 6.09e+06 per s
rate of energy loss: 0.119 eV per microsecond
```
